# Quantized rectangular waveguide: TE and TM branches as one-dimensional massive fields: a numerical check

```python
"""Field in an ideal rectangular waveguide as massive fields in one dimension.

Result under test: each TE_mn or TM_mn branch is a free field phi(z,t) with
  phi_tt - c^2 phi_zz + wc^2 phi = 0,   mass = hbar*wc/c^2,
  wc = c*kc,   kc^2 = (m*pi/a)^2 + (n*pi/b)^2,
  energy   = (eps0/2) int (phi_t^2 + c^2 phi_z^2 + wc^2 phi^2) dz,
  momentum = -eps0 int phi_t phi_z dz.
a, b: inner width and height; z: guide axis; k: wavenumber along z.
The vector potential A (zero scalar potential) is built from phi for TE,
and from u with phi = -u_t/c for TM. E = -A_t and B = curl A.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

X, Y, Z, T = sp.symbols("x y z t", real=True)


def cutoff_k(m, n, a, b):
    return float(np.hypot(m * np.pi / a, n * np.pi / b))


def potential(kind, m, n, a, b, phi, u):
    """Vector potential of one branch, with int |grad shape|^2 dxdy = 1."""
    kc = cutoff_k(m, n, a, b)
    area = (a if m == 0 else a / 2) * (b if n == 0 else b / 2)
    trig = sp.cos if kind == "TE" else sp.sin
    shape = trig(m * np.pi / a * X) * trig(n * np.pi / b * Y)
    shape = shape / (kc * float(np.sqrt(area)))
    if kind == "TE":
        return sp.Matrix([-phi * sp.diff(shape, Y),
                          phi * sp.diff(shape, X), 0])
    return sp.Matrix([sp.diff(shape, X) * sp.diff(u, Z),
                      sp.diff(shape, Y) * sp.diff(u, Z), kc**2 * shape * u])


def curl(v):
    return sp.Matrix([sp.diff(v[2], Y) - sp.diff(v[1], Z),
                      sp.diff(v[0], Z) - sp.diff(v[2], X),
                      sp.diff(v[1], X) - sp.diff(v[0], Y)])


def numeric(expressions):
    raw = sp.lambdify((X, Y, Z, T), list(expressions), "numpy")

    def evaluate(x, y, z, t):
        size = np.broadcast(x, y, z, t).shape
        return np.array([np.broadcast_to(v, size) for v in raw(x, y, z, t)])
    return evaluate


def fields(A):
    E = -sp.diff(A, T)
    B = curl(A)
    return E, B, numeric(list(E) + list(B))


def maxwell_error(E, B, c, a, b, zmax, tmax):
    """Relative failure of Ampere's and Gauss's laws at random points."""
    rng = np.random.default_rng(3)
    p = rng.random((4, 40)) * np.array([[a], [b], [zmax], [tmax]])
    rate = sp.diff(E, T) / c**2
    ampere = numeric(curl(B) - rate)(*p)
    scale = np.abs(numeric(rate)(*p)).max()
    div = numeric([sum(sp.diff(E[i], q) for i, q in enumerate((X, Y, Z)))])
    e_scale = np.abs(numeric(E)(*p)).max() / a
    return max(np.abs(ampere).max() / scale, np.abs(div(*p)).max() / e_scale)


def scalar_waves(waves, kc, c):
    """phi and u for waves given as (amplitude, wavenumber, phase)."""
    phi, u = sp.Integer(0), sp.Integer(0)
    for amp, k, phase in waves:
        w = float(c * np.hypot(k, kc))
        angle = float(k) * Z - w * T + phase
        phi += float(amp) * sp.cos(angle)
        u += float(c * amp / w) * sp.sin(angle)
    return phi, u


def section_rule(a, b, order=24):
    s, w = np.polynomial.legendre.leggauss(order)
    x, y = np.meshgrid(a * (s + 1) / 2, b * (s + 1) / 2, indexing="ij")
    return x, y, np.outer(w, w) * a * b / 4


# --- Superposed branches in arbitrary units: energy, momentum, walls ---
a, b, c, eps = 2.3, 1.0, 1.7, 0.6
branches = {
    ("TE", 1, 0): [(0.8, 1.1, 0.3), (0.5, -2.0, 1.2)],
    ("TE", 2, 0): [(0.6, 0.7, 2.0)],
    ("TE", 1, 1): [(0.9, -1.3, 0.5), (0.4, 2.2, 0.1)],
    ("TM", 1, 1): [(0.7, 1.6, 1.9), (0.6, -0.4, 0.8)],
    ("TM", 2, 1): [(0.5, 0.9, 2.7)],
}


def superpose(boost_v):
    gamma = 1 / np.sqrt(1 - boost_v**2 / c**2)
    A, scalars = sp.zeros(3, 1), []
    for (kind, m, n), waves in branches.items():
        kc = cutoff_k(m, n, a, b)
        moved = [(amp, gamma * (k - boost_v * np.hypot(k, kc) / c), ph)
                 for amp, k, ph in waves]
        phi, u = scalar_waves(moved, kc, c)
        A += potential(kind, m, n, a, b, phi, u)
        scalars.append((kind, kc, phi))
    return A, scalars


A_lab, scalars = superpose(0.0)
E_lab, B_lab, EB_lab = fields(A_lab)
assert maxwell_error(E_lab, B_lab, c, a, b, 3.0, 3.0) < 1e-10
z0, t0 = 0.37, 0.81
x, y, weight = section_rule(a, b)
F = EB_lab(x, y, z0, t0)
electric = eps / 2 * np.sum(weight * np.sum(F[:3]**2, axis=0))
magnetic = eps * c**2 / 2 * np.sum(weight * np.sum(F[3:]**2, axis=0))
momentum = eps * np.sum(weight * (F[0] * F[4] - F[1] * F[3]))
kg_e = kg_b = kg_p = 0.0
for kind, kc, phi in scalars:
    at = {Z: z0, T: t0}
    p0 = float(phi.subs(at))
    pt = float(sp.diff(phi, T).subs(at))
    pz = float(sp.diff(phi, Z).subs(at))
    kinetic = eps / 2 * pt**2
    potential_part = eps / 2 * c**2 * (pz**2 + kc**2 * p0**2)
    kg_e += kinetic if kind == "TE" else potential_part
    kg_b += potential_part if kind == "TE" else kinetic
    kg_p -= eps * pt * pz
assert np.isclose(electric, kg_e, rtol=1e-10)
assert np.isclose(magnetic, kg_b, rtol=1e-10)
assert np.isclose(momentum, kg_p, rtol=1e-9, atol=1e-10)
side = np.linspace(0, 1, 9)
for wall in (0.0, a):
    assert np.abs(EB_lab(wall, b * side, z0, t0)[[1, 2]]).max() < 1e-12
for wall in (0.0, b):
    assert np.abs(EB_lab(a * side, wall, z0, t0)[[0, 2]]).max() < 1e-12

# --- Boost along the guide: phi transforms as a scalar ---
v = 0.55 * c
gamma = 1 / np.sqrt(1 - v**2 / c**2)
EB_boost = fields(superpose(v)[0])[2]
G = EB_boost(x, y, gamma * (z0 - v * t0), gamma * (t0 - v * z0 / c**2))
transformed = np.array([
    gamma * (F[0] - v * F[4]), gamma * (F[1] + v * F[3]), F[2],
    gamma * (F[3] + v * F[1] / c**2), gamma * (F[4] - v * F[0] / c**2), F[5]])
assert np.allclose(G, transformed, rtol=1e-9, atol=1e-10)

# --- TM change of variables (u, p_u) -> (phi, pi) on a periodic chain ---
N, h, kc = 12, 0.3, cutoff_k(1, 1, a, b)
one = np.eye(N)
K = kc**2 * one + (2 * one - np.roll(one, 1, 0) - np.roll(one, -1, 0)) / h**2
zero = np.zeros((N, N))
J = np.block([[zero, one], [-one, zero]])
M = np.block([[zero, -np.linalg.inv(K) / (eps * c)], [eps * c * K, zero]])
assert np.allclose(M @ J @ M.T, J, atol=1e-10)
rng = np.random.default_rng(5)
u_vec, p_vec = rng.normal(size=(2, N))
new = M @ np.concatenate([u_vec, p_vec])
H_old = (p_vec @ np.linalg.solve(K, p_vec) / (2 * eps)
         + eps * c**2 / 2 * np.sum((K @ u_vec)**2))
H_new = new[N:] @ new[N:] / (2 * eps) + eps * c**2 / 2 * new[:N] @ K @ new[:N]
assert np.isclose(H_old, H_new, rtol=1e-10)

# --- Smeared equal-time commutator from the mode sum (hbar = 1) ---
length = 20.0
zg = np.arange(800) * length / 800
dz = length / 800
f = np.exp(-(zg - 9.0)**2)
g = np.exp(-2 * (zg - 9.7)**2)
ks = 2 * np.pi * np.arange(-100, 101) / length
ws = c * np.hypot(ks, kc)
waves = np.exp(1j * np.outer(ks, zg))
amp = np.sqrt(1 / (2 * eps * ws * length))
phi_a = amp * (waves @ f) * dz                    # coefficient of a_k
pi_a = eps * (-1j * ws) * amp * (waves @ g) * dz  # coefficient of a_k
commutator = np.sum(phi_a * pi_a.conj() - phi_a.conj() * pi_a)
assert abs(commutator - 1j * np.sum(f * g) * dz) < 1e-10

# --- Worked guide in SI units ---
c, hbar, eps, e = const.c, const.hbar, const.epsilon_0, const.e
a, b = 23e-3, 10e-3
f_drive, f_low = 10e9, 5e9
kc10 = cutoff_k(1, 0, a, b)
wc10 = c * kc10
w = 2 * np.pi * f_drive
k = np.sqrt(w**2 - wc10**2) / c
guide_wavelength = 2 * np.pi / k
v_group = c**2 * k / w


def difference(n, step):
    """Derivative from interior nodes to cells, zero at both walls."""
    D = np.zeros((n, n - 1))
    i = np.arange(n - 1)
    D[i, i], D[i + 1, i] = 1 / step, -1 / step
    return D


def grid_eigenvalues(kz, nx, ny):
    """(w/c)^2 from curl curl E on a staggered grid; E_z = i * unknown."""
    Dx, Dy = difference(nx, a / nx), difference(ny, b / ny)
    cx, cy, nox, noy = (np.eye(q) for q in (nx, ny, nx - 1, ny - 1))
    n_ex, n_ey, n_ez = nx * (ny - 1), (nx - 1) * ny, (nx - 1) * (ny - 1)
    C = np.block([
        [np.zeros((n_ey, n_ex)), -kz * np.eye(n_ey), np.kron(nox, Dy)],
        [kz * np.eye(n_ex), np.zeros((n_ex, n_ey)), -np.kron(Dx, noy)],
        [-np.kron(cx, Dy), np.kron(Dx, cy), np.zeros((nx * ny, n_ez))]])
    values = np.linalg.eigvalsh(C.T @ C)
    physical = values[values > 1.0]
    # Gradient fields give zero frequency; all others must be TE or TM.
    assert len(values) - len(physical) == n_ez
    assert len(physical) == (nx * ny - 1) + (nx - 1) * (ny - 1)
    return physical[:8]


def grid_frequencies(kz):
    coarse, fine = grid_eigenvalues(kz, 16, 8), grid_eigenvalues(kz, 32, 16)
    return c * np.sqrt((4 * fine - coarse) / 3) / (2 * np.pi)


modes = [("TE", m, n) for m in range(6) for n in range(4) if m + n > 0]
modes += [("TM", m, n) for m in range(1, 6) for n in range(1, 4)]
modes.sort(key=lambda q: (round(cutoff_k(q[1], q[2], a, b), 6), q[0]))
modes = modes[:8]
f_grid = grid_frequencies(k)
f_formula = np.array([c * np.hypot(k, cutoff_k(m, n, a, b)) / (2 * np.pi)
                      for _, m, n in modes])
assert np.allclose(f_grid, f_formula, rtol=3e-4)
dk = 0.5
v_grid = np.pi * (grid_frequencies(k + dk)[0]
                  - grid_frequencies(k - dk)[0]) / dk
assert np.isclose(v_grid, v_group, rtol=1e-4)

# --- One quantum: energy and momentum by integrating the actual fields ---
L = 25 * guide_wavelength
x, y, weight = section_rule(a, b)
z_points = np.arange(16) * guide_wavelength / 16
quantum = {}
for kind, m, n in (("TE", 1, 0), ("TM", 1, 1)):
    kc = cutoff_k(m, n, a, b)
    wk = c * np.hypot(k, kc)
    amplitude = 2 * np.sqrt(hbar / (2 * eps * wk * L))
    phi, u = scalar_waves([(amplitude, k, 0.0)], kc, c)
    EB = fields(potential(kind, m, n, a, b, phi, u))[2]
    U = P = 0.0
    for zp in z_points:
        F = EB(x, y, zp, 0.0)
        density = eps / 2 * np.sum(F[:3]**2 + c**2 * F[3:]**2, axis=0)
        U += np.sum(weight * density) * L / 16
        P += eps * np.sum(weight * (F[0] * F[4] - F[1] * F[3])) * L / 16
    assert np.isclose(U / (hbar * wk), 1, rtol=1e-9)
    assert np.isclose(P / (hbar * k), 1, rtol=1e-9)
    quantum[kind] = (U, P, EB)
U10, P10, EB10 = quantum["TE"]
E_peak = np.abs(EB10(a / 2, b / 2, z_points, 0.0)[1]).max()
E_formula = 2 * np.sqrt(hbar * w / (eps * a * b * L))
assert np.isclose(E_peak / E_formula, 1, rtol=1e-9)
assert np.isclose(c**2 * P10 / U10, v_grid, rtol=1e-4)

# --- Below cutoff: the decaying field must satisfy Maxwell's equations ---
w_low = 2 * np.pi * f_low
kappa = np.sqrt(wc10**2 - w_low**2) / c
phi = sp.exp(-float(kappa) * Z) * sp.cos(float(w_low) * T)
E_ev, B_ev, _ = fields(potential("TE", 1, 0, a, b, phi, sp.Integer(0)))
assert maxwell_error(E_ev, B_ev, c, a, b, 0.02, 1 / f_low) < 1e-9

print(f"inner width a = {a*1e3:.1f} mm, height b = {b*1e3:.1f} mm")
print("branch: cutoff frequency; rest energy m c^2")
for kind, m, n in modes:
    wc = c * cutoff_k(m, n, a, b)
    print(f"  {kind}{m}{n}: {wc/(2e9*np.pi):.4f} GHz; "
          f"{hbar*wc/e*1e6:.3f} micro-eV")
print(f"TE10 cutoff wavenumber = {kc10:.3f} 1/m")
print(f"TE10 cutoff angular frequency = {wc10:.5e} rad/s")
print(f"TE10 mass = {hbar*wc10/c**2:.5e} kg")
print(f"TE10 reduced Compton length 1/kc = {1e3/kc10:.4f} mm")
print(f"Drive frequency = {f_drive/1e9:.1f} GHz")
print(f"TE10 wavenumber k = {k:.3f} 1/m")
print(f"TE10 guide wavelength = {guide_wavelength*1e3:.3f} mm")
print(f"TE10 group velocity / c = {v_group/c:.5f}")
print(f"TE10 group velocity / c from grid = {v_grid/c:.5f}")
print(f"TE10 phase velocity / c = {w/(k*c):.5f}")
print(f"Lorentz factor w/wc = {w/wc10:.5f}")
print(f"Quantum energy from fields = {U10/e*1e6:.3f} micro-eV")
print(f"Quantum momentum from fields = {P10:.5e} kg m/s")
print(f"Periodic length L = {L:.5f} m")
print(f"Peak E, coherent state, mean number 1 = {E_peak*1e6:.2f} micro-V/m")
print(f"Below-cutoff frequency = {f_low/1e9:.1f} GHz")
print(f"Decay constant kappa = {kappa:.3f} 1/m")
print(f"Amplitude decay length = {1e3/kappa:.3f} mm")
print("Frequencies at the same k: vector grid; massive dispersion")
for (kind, m, n), fg, ff in zip(modes, f_grid, f_formula):
    print(f"  {kind}{m}{n}: {fg/1e9:.4f} GHz; {ff/1e9:.4f} GHz")
print(f"Largest relative grid difference = "
      f"{np.max(np.abs(f_grid/f_formula-1)):.1e}")
print("PASS")
```

Printed output:

```
inner width a = 23.0 mm, height b = 10.0 mm
branch: cutoff frequency; rest energy m c^2
  TE10: 6.5172 GHz; 26.953 micro-eV
  TE20: 13.0345 GHz; 53.906 micro-eV
  TE01: 14.9896 GHz; 61.992 micro-eV
  TE11: 16.3451 GHz; 67.598 micro-eV
  TM11: 16.3451 GHz; 67.598 micro-eV
  TE30: 19.5517 GHz; 80.859 micro-eV
  TE21: 19.8642 GHz; 82.152 micro-eV
  TM21: 19.8642 GHz; 82.152 micro-eV
TE10 cutoff wavenumber = 136.591 1/m
TE10 cutoff angular frequency = 4.09489e+10 rad/s
TE10 mass = 4.80482e-41 kg
TE10 reduced Compton length 1/kc = 7.3211 mm
Drive frequency = 10.0 GHz
TE10 wavenumber k = 158.961 1/m
TE10 guide wavelength = 39.527 mm
TE10 group velocity / c = 0.75846
TE10 group velocity / c from grid = 0.75846
TE10 phase velocity / c = 1.31847
Lorentz factor w/wc = 1.53439
Quantum energy from fields = 41.357 micro-eV
Quantum momentum from fields = 1.67636e-32 kg m/s
Periodic length L = 0.98817 m
Peak E, coherent state, mean number 1 = 114.76 micro-V/m
Below-cutoff frequency = 5.0 GHz
Decay constant kappa = 87.611 1/m
Amplitude decay length = 11.414 mm
Frequencies at the same k: vector grid; massive dispersion
  TE10: 10.0000 GHz; 10.0000 GHz
  TE20: 15.0804 GHz; 15.0805 GHz
  TE01: 16.7991 GHz; 16.7992 GHz
  TE11: 18.0190 GHz; 18.0191 GHz
  TM11: 18.0190 GHz; 18.0191 GHz
  TE30: 20.9705 GHz; 20.9713 GHz
  TE21: 21.2628 GHz; 21.2629 GHz
  TM21: 21.2628 GHz; 21.2629 GHz
Largest relative grid difference = 3.6e-05
PASS
```
